# Avalanche multiplication with equal and with electron-only ionization in a dielectric film

## Steady multiplication and its threshold

Before searching for the voltage at which an avalanche in a dielectric film runs away, one has to decide whether holes are allowed to ionize. One possible search raises the field until the computed multiplication diverges. If electrons alone ionize, this search has no solution: the multiplication is finite at every finite field, and a program that looks for its pole will look in vain. If holes ionize as readily as electrons, the pole lies where an electron crossing the film creates on average one pair. The choice of the hole coefficient therefore decides whether a threshold exists at all.

Take a uniform layer occupying \(0<x<d\), with the cathode at \(x=0\) and the anode at \(x=d\). Electrons drift towards \(+x\) and holes towards \(-x\). Let \(n\) and \(p\) be their densities, \(v_n\) and \(v_p\) their positive drift speeds, and \(e>0\) the elementary charge. An electron creates on average \(\alpha\) electron–hole pairs per unit length of its path, and a hole creates \(\beta\). These are local coefficients: they depend on the field at the carrier's position and not on how far the carrier has already travelled. The number of pairs created per unit volume and time is then

\[
G=\alpha v_n n+\beta v_p p ,
\]

because \(v_n n\) is the path length covered by electrons per unit volume and time, and \(v_p p\) is the same quantity for holes. Without trapping or recombination, particle conservation reads

\[
\frac{\partial n}{\partial t}+\frac{\partial (v_n n)}{\partial x}=G,
\qquad
\frac{\partial p}{\partial t}-\frac{\partial (v_p p)}{\partial x}=G .
\]

The minus sign in the second equation comes from the direction of the hole drift. Each created pair adds one electron and one hole, so the same \(G\) stands in both equations.

Define the positive magnitudes \(J_n=e v_n n\) and \(J_p=e v_p p\). Electrons moving to the right and holes moving to the left carry conventional current in the same direction, so the magnitudes add. In a steady state the time derivatives vanish, and multiplication by \(e\) gives

\[
\frac{dJ_n}{dx}=\alpha J_n+\beta J_p,
\qquad
\frac{dJ_p}{dx}=-(\alpha J_n+\beta J_p).
\]

The sum of the two equations is zero, so the total current density \(J=J_n+J_p\) does not depend on position. The speeds have dropped out: what counts in a steady state is the path that carriers cover, not the time they take.

The cathode injects a fixed electron current density \(J_0\), and the anode injects no holes. The boundary conditions are

\[
J_n(0)=J_0,\qquad J_p(d)=0 .
\]

The second condition makes the current at the anode purely electronic, \(J=J_n(d)\). The multiplication is the ratio of the total current to the injected current,

\[
M=\frac{J}{J_0}.
\]

The field is taken as uniform and unaffected by the carriers, so \(\alpha\) and \(\beta\) are constants. It is convenient to write

\[
a=\alpha d,\qquad k=\frac{\beta}{\alpha}.
\]

The number \(a\) is the mean number of pairs that one electron creates itself in a full crossing, not counting those made by its descendants.

Consider first equal coefficients, \(k=1\). The pair creation term becomes \(\alpha(J_n+J_p)=\alpha J\), which is constant across the film. Integration from the cathode gives

\[
J_n(x)=J_0+\alpha J x .
\]

At the anode \(J_n(d)=J\), so

\[
J=J_0+aJ,\qquad (1-a)J=J_0,
\]

and therefore

\[
M=\frac{1}{1-a}\qquad (k=1,\;0\le a<1).
\]

The hole current follows by subtraction. Since \(J_0=J-\alpha dJ\),

\[
J_p(x)=J-J_0-\alpha Jx=\alpha J(d-x),
\]

which vanishes at the anode as required. As \(a\) approaches one from below, \(J_0/J=1-a\) tends to zero. Pair creation then supplies nearly the whole current, and a finite current needs hardly any injection.

The restriction \(a<1\) is part of the result. At \(a=1\) the balance reads \(J=J_0+J\), which cannot hold for \(J_0>0\). For \(a>1\) the algebra returns a negative \(J\), although \(J\) is a sum of two non-negative magnitudes. The steady equations then have no physical solution, and the negative number is not a multiplication.

Now let electrons alone ionize, \(k=0\). The electron equation no longer contains the hole current:

\[
\frac{dJ_n}{dx}=\alpha J_n,
\qquad
J_n(x)=J_0\exp(\alpha x).
\]

Evaluation at the anode gives

\[
M=\exp(a)\qquad (k=0).
\]

This is finite for every finite \(a\). It may be very large, and the assumption of a fixed field may fail long before the current reaches the calculated value, but the multiplication has no pole.

The two laws agree when ionization is weak. Their expansions are

\[
\frac{1}{1-a}=1+a+a^2+\cdots,
\qquad
\exp(a)=1+a+\frac{a^2}{2}+\cdots .
\]

The term linear in \(a\) counts pairs made by the injected electron itself, and holes have no part in it. The difference begins at \(a^2/2\). A measurement of a small excess current thus says little about the hole coefficient.

The laws also differ in their sensitivity. Differentiating the logarithms gives

\[
\frac{d\ln M}{da}=\frac{1}{1-a}=M\quad(k=1),
\qquad
\frac{d\ln M}{da}=1\quad(k=0).
\]

A small absolute error \(\delta a\) thus produces a relative error \(M\,\delta a\) in \(M\) for equal coefficients, but only \(\delta a\) for electrons alone. Close to the threshold, a calculated multiplication therefore says more about the distance from the pole than about a dependable current.

Intermediate values of \(k\) show how the two laws are connected. For \(0<k<1\), insert \(J_p=J-J_n\) into the electron equation:

\[
\frac{dJ_n}{dx}=(\alpha-\beta)J_n+\beta J .
\]

A constant particular solution is \(-\beta J/(\alpha-\beta)\). Adding the homogeneous solution and imposing \(J_n(0)=J_0\) gives

\[
J_n(x)=\left(J_0+\frac{\beta J}{\alpha-\beta}\right)
\exp[(\alpha-\beta)x]-\frac{\beta J}{\alpha-\beta}.
\]

Write \(E=\exp[(\alpha-\beta)d]=\exp[(1-k)a]\). The condition \(J_n(d)=J\), multiplied by \(\alpha-\beta\), becomes

\[
(\alpha-\beta)J=(\alpha-\beta)J_0E+\beta JE-\beta J .
\]

Moving the terms in \(J\) to the left leaves

\[
J(\alpha-\beta E)=J_0(\alpha-\beta)E .
\]

Division by \(\alpha J_0\), and then of numerator and denominator by \(E\), gives

\[
M=\frac{(1-k)E}{1-kE}
=\frac{1-k}{\exp[-(1-k)a]-k}.
\]

For \(k\to0\) at fixed \(a\) this becomes \(\exp(a)\). For the other limit set \(k=1-\eta\) with small \(\eta>0\). The numerator is \(\eta\), and the denominator is

\[
\exp(-\eta a)-1+\eta=\eta(1-a)+\frac{\eta^2a^2}{2}+\cdots .
\]

The ratio tends to \(1/(1-a)\) for \(a<1\), so both laws are limits of one expression.

The denominator vanishes when \(\exp[-(1-k)a]=k\). Taking logarithms gives the threshold

\[
a_c=\frac{\ln(1/k)}{1-k}.
\]

Below \(a_c\) the denominator is positive. Above it the formula is negative and, as before, describes no steady current. When \(k\to1\), \(\ln(1/k)\) approaches \(1-k\) and \(a_c\to1\). When \(k\to0\), \(a_c\) grows as \(\ln(1/k)\), which is slow. Any nonzero hole coefficient therefore produces a threshold at finite \(a\), and only in the limit \(k=0\) does it move to infinity.

This limits the use of the exponential law when \(k\) is small but not zero. To first order in \(k\), at fixed \(a\), \(E\approx\exp(a)(1-ka)\). Insertion into \((1-k)E/(1-kE)\) gives

\[
M\approx\exp(a)\left\{1+k\left[\exp(a)-1-a\right]\right\}.
\]

The exponential law is a good approximation when \(k[\exp(a)-1-a]\ll1\). The condition \(k\ll1\) alone is not enough, because the correction grows exponentially with \(a\). Physically, a strong electron avalanche sends many holes back through the film, and even rare ionization by each of them can restart it.

The same distinction can be followed from parent pairs to offspring pairs. A pair born at \(y\) sends its electron over the distance \(d-y\) and its hole over the distance \(y\). The mean number of pairs these two carriers create themselves is

\[
\alpha(d-y)+\beta y .
\]

For equal coefficients this equals \(a\) wherever the pair is born: what the electron loses in path, the hole gains. For electrons alone it is \(\alpha(d-y)\), and pairs born near the anode have few successors.

Let \(g_m(x)\,dx\) be the mean number of pairs of generation \(m\) born between \(x\) and \(x+dx\), for one injected electron. The injected electron crosses the whole film, so \(g_1=\alpha\). A point \(x\) is crossed by electrons born on its cathode side and by holes born on its anode side. Hence

\[
g_{m+1}(x)=\alpha\int_0^x g_m(y)\,dy+\beta\int_x^d g_m(y)\,dy .
\]

Let \(N_m=\int_0^d g_m\,dx\) be the size of a generation. For \(\beta=\alpha\) the two integrals combine to \(\alpha N_m\), independent of \(x\). Integration over the film gives \(N_{m+1}=aN_m\), and since \(N_1=a\),

\[
N_m=a^m\qquad(k=1).
\]

For \(\beta=0\), repeated integration starting from \(g_1=\alpha\) gives

\[
g_m(x)=\alpha\frac{(\alpha x)^{m-1}}{(m-1)!},
\qquad
N_m=\frac{a^m}{m!}\qquad(k=0).
\]

The factorial appears because every successor must be born further downstream than its parent. Of all arrangements of \(m\) birth positions, one ordering in \(m!\) is allowed.

Each pair delivers one electron to the anode, in addition to the injected electron. Thus

\[
M=1+\sum_{m=1}^{\infty}N_m .
\]

The sum is a geometric series for equal coefficients and an exponential series for electrons alone. The geometric series converges for \(a<1\). At larger \(a\) its positive terms do not die out, and the closed form \(1/(1-a)\) is no longer their sum. In the exponential series \(m!\) eventually outgrows \(a^m\) for any fixed \(a\), so the avalanche dies out after enough generations.

For \(0<k<1\) the threshold is the condition for a generation to reproduce itself without injection. Put \(g_{m+1}=g_m=g\) in the generation equation and differentiate:

\[
g'(x)=(\alpha-\beta)g(x),
\qquad
g(x)=C\exp[(\alpha-\beta)x].
\]

At \(x=0\) the generation equation itself requires

\[
C=\beta\int_0^d g(y)\,dy
=\frac{\beta C}{\alpha-\beta}(E-1).
\]

Thus \(\alpha-\beta=\beta E-\beta\), or \(E=\alpha/\beta=1/k\). This is the same \(a_c\) as before. The pole of the steady current is the point at which the avalanche can replace itself from one generation to the next, with holes carrying the succession back towards the cathode.

## Growth beyond threshold and a silica film

The film has thickness \(d\), its cathode at \(x=0\), and electron and hole ionization coefficients \(\alpha\) and \(\beta=k\alpha\). With \(a=\alpha d\) and a fixed injected electron current density \(J_0\), the steady multiplication \(M=J/J_0\) is \(1/(1-a)\) for \(k=1\) and \(a<1\), and \(\exp(a)\) for \(k=0\). For \(0<k<1\) the threshold is \(a_c=\ln(1/k)/(1-k)\). The densities are \(n\) and \(p\), and \(e\) is the elementary charge.

What replaces the steady state above threshold can be found for \(k=1\) and equal drift speeds \(v\). Without injection, conservation of carriers gives

\[
\frac{\partial n}{\partial t}+v\frac{\partial n}{\partial x}
=\alpha v(n+p),\qquad
\frac{\partial p}{\partial t}-v\frac{\partial p}{\partial x}
=\alpha v(n+p),
\]

with \(n(0)=0\) and \(p(d)=0\). Let both densities vary as \(\exp(st)\), and put \(c=\alpha-s/v\). The spatial parts obey

\[
n'=cn+\alpha p,\qquad p'=-\alpha n-cp .
\]

Differentiating the first equation and inserting both gives

\[
n''=c(cn+\alpha p)+\alpha(-\alpha n-cp)=-(\alpha^2-c^2)n .
\]

With \(\kappa^2=\alpha^2-c^2>0\), the cathode condition selects \(n=A\sin\kappa x\). The first equation then gives

\[
p=\frac{n'-cn}{\alpha}
=\frac{A}{\alpha}(\kappa\cos\kappa x-c\sin\kappa x).
\]

Put \(\theta=\kappa d\). The anode condition requires \(c=\kappa\cot\theta\), so

\[
\alpha^2=\kappa^2+c^2=\frac{\kappa^2}{\sin^2\theta}.
\]

For \(0<\theta<\pi\) the positive root is \(\alpha=\kappa/\sin\theta\). Hence \(c=\alpha\cos\theta\), and

\[
\sin\theta=\frac{\theta}{a},\qquad
s=\frac{v}{d}\,a(1-\cos\theta).
\]

The function \(\sin\theta/\theta\) falls steadily from one to zero on this interval, so a root exists there if and only if \(a>1\). Both densities of the mode are positive inside the film, since \(p\) is proportional to \(\sin(\theta-\kappa x)\). Steady injection fills the film with carriers that exceed some small multiple of this mode, and the current must then grow at least as fast as the mode does.

Near threshold \(\sin\theta/\theta\approx1-\theta^2/6\), so \(\theta^2\approx6(a-1)\) and

\[
s\approx\frac{3(a-1)v}{d}.
\]

At \(a=1.2\), solving for \(\theta\) by numerical root finding gives \(s=0.579\,v/d\), against \(0.6\,v/d\) from the approximation. The steady formula would give \(M=-5\). The actual behaviour is exponential growth for as long as the field keeps its value. Stopping the injection does not end it, because the mode needs none. For \(k=0\) there is no such mode: once injection stops, the electrons leave within one transit, and the holes left behind create no new ones.

For a numerical case take a dense silica interlayer film with \(d=1000\) nm in a high-voltage test structure. Let \(F\) be the magnitude of the field, and use

\[
\alpha(F)=\alpha_0\exp(-F_0/F),
\]

with \(\alpha_0=3\times10^6\ \mathrm{cm^{-1}}\) and \(F_0=80\) MV/cm. These are rough, rounded, silica-like values. At 10 MV/cm the voltage is 1000 V, and

\[
\alpha=3\times10^6\exp(-8)\ \mathrm{cm^{-1}}
\approx1006\ \mathrm{cm^{-1}},\qquad
a=1006\times10^{-4}\approx0.101 .
\]

The two laws then give \(1/(1-0.1006)\approx1.112\) and \(\exp(0.1006)\approx1.106\). At higher fields they separate:

| \(F\) (MV/cm) | \(a\) | \(M\), \(k=1\) | \(M\), \(k=0\) |
|---:|---:|---:|---:|
| 10.0 | 0.101 | 1.11 | 1.11 |
| 12.0 | 0.382 | 1.62 | 1.46 |
| 13.0 | 0.638 | 2.76 | 1.89 |
| 13.9 | 0.950 | 19.9 | 2.58 |

At 13 MV/cm the first three generations contain 0.638, 0.407 and 0.259 pairs per injected electron for equal coefficients, but 0.638, 0.203 and 0.043 for electrons alone. The first generations agree; the later ones show the holes' contribution.

Setting \(\alpha(F)d=a_c\) gives the threshold field

\[
F_c=\frac{F_0}{\ln(\alpha_0d/a_c)} .
\]

This requires \(\alpha_0d>a_c\), because \(\alpha(F)\) never exceeds \(\alpha_0\). With the values above, films thinner than about 3.3 nm for \(k=1\), or about 31 nm for \(k=10^{-4}\), have no threshold field. Here \(\alpha_0d=300\). For \(k=1\), \(F_c=80/\ln300\approx14.0\) MV/cm. For \(k=0.1\), \(0.01\) and \(10^{-4}\), the threshold values of \(a\) are 2.56, 4.65 and 9.21, and the fields are 16.8, 19.2 and 23.0 MV/cm. For \(k=0\) there is no threshold.

Real silica films fail at roughly 10 MV/cm, so all these thresholds are extrapolations beyond the usable range. Holes in silica are slow and are not expected to ionize as readily as electrons, so \(k=1\) serves here as a comparison case rather than a description of the material. With these rough coefficients, the choice between the two laws changes \(M\) at 10 MV/cm by about half a percent. The figure is sensitive to \(\alpha\): a threefold larger value makes it 6%, and a tenfold larger value brings \(a\) to about one. The test voltage is also far from circuit operation: at 1 MV/cm the same ionization law gives \(a\approx5\times10^{-33}\), so ionization in this model is negligible there. Porous low-k films need their own coefficients. The following estimates examine other assumptions of the model. If the created holes stay trapped, fixed field and fixed injection fail quickly.

A smaller correction comes from the distance an electron needs to gain energy. Ionization requires at least about the gap energy, taken as 9 eV. A field of 10 MV/cm is 1 V/nm, so the shortest possible distance, without energy loss, is \(\ell=9\) nm. Let \(N(x)\) be the mean number of electrons reaching the anode from one electron that starts without kinetic energy at distance \(x\) from it. For \(x\le\ell\), \(N=1\). For larger \(x\), suppose that the electron ionizes with coefficient \(\alpha\) after travelling \(\ell\), and that both resulting electrons start again without energy. Then

\[
N(x)=\exp[-\alpha(x-\ell)]
+2\alpha\int_0^{x-\ell}
\exp[-\alpha(x-\ell-y)]N(y)\,dy .
\]

The first term is the chance of no ionization; in the second, \(y\) is the distance still to go after the first ionization. Differentiation gives

\[
N'(x)=-\alpha N(x)+2\alpha N(x-\ell).
\]

For \(\ell=0\) this returns \(N'=\alpha N\) and the exponential law. Numerical integration by the trapezoidal rule in steps of 0.5 nm, with \(\alpha\) held fixed, gives \(M=1.105\) for \(\ell=9\) nm and 1.102 for 27 nm, instead of 1.106. The longer distance is an allowance for energy loss, not a calculated value. At 10 MV/cm it lowers the excess \(M-1\) by only about 3%; at higher fields, where \(\alpha\) is larger, the loss is greater.

Trapped holes matter far more. Suppose that electrons alone ionize and that every created hole stays where it is born. At fixed \(J_0\) and \(\alpha\), the positive charge density after time \(t\) is

\[
\rho(x)=J_0t\,\alpha\exp(\alpha x).
\]

The field points from anode to cathode, so its component along \(+x\) is \(-F\), and Poisson's equation becomes \(dF/dx=-\rho/\varepsilon\), with \(\varepsilon\) the permittivity. The field is therefore highest at the cathode. At fixed voltage the average of \(F\) over the film cannot change, so the cathode field must rise by the average of the drop behind it:

\[
\Delta F_c=\frac{1}{\varepsilon d}\int_0^d dx\int_0^x\rho(y)\,dy
=\frac{1}{\varepsilon}\int_0^d\rho(y)\left(1-\frac{y}{d}\right)dy .
\]

The second form follows by exchanging the order of integration. Integrating by parts,

\[
\int_0^d\alpha\exp(\alpha y)\left(1-\frac{y}{d}\right)dy
=-1+\frac1d\int_0^d\exp(\alpha y)\,dy,
\]

and hence

\[
\Delta F_c=\frac{J_0t}{\varepsilon}
\left[\frac{\exp(a)-1}{a}-1\right].
\]

To turn this into a time, \(J_0\) is needed. Take tunnelling from a free-electron metal at zero temperature through a triangular barrier of height \(\Phi\), without image-force lowering. Let \(m\) be the tunnelling mass and \(m_e\) the free-electron mass. The barrier at the Fermi energy ends at \(x=\Phi/(eF)\), and the semiclassical exponent is

\[
S=\frac{2}{\hbar}\int_0^{\Phi/(eF)}
\sqrt{2m(\Phi-eFx)}\,dx
=\frac{4\sqrt{2m}\,\Phi^{3/2}}{3\hbar eF}.
\]

Assume that the energy of transverse motion is the same in the metal and in the film. An electron whose energy of motion along \(x\) lies \(u\) below the Fermi energy then sees the barrier \(\Phi+u\). To first order in \(u\) its transmission is \(\exp(-S-u/w)\), with

\[
\frac1w=\frac{dS}{d\Phi}=\frac{2\sqrt{2m\Phi}}{\hbar eF}.
\]

The occupied transverse states fill a disc of area \(2\pi m_eu/\hbar^2\) in wave-vector space. With two spins, state density \(1/(2\pi)^3\) and \(v_x\,dk_x=du/\hbar\) in magnitude, the current is

\[
J_0=\frac{em_e}{2\pi^2\hbar^3}\exp(-S)
\int_0^\infty u\exp(-u/w)\,du .
\]

The upper limit may be taken as infinite because \(w\) is small compared with the Fermi energy. The integral is \(w^2\), which gives the Fowler–Nordheim law

\[
J_0=\frac{e^3m_eF^2}{16\pi^2\hbar m\Phi}\exp(-S).
\]

With the rough values \(\Phi=3.1\) eV and \(m=0.42\,m_e\), it gives \(J_0=3.8\times10^{-3}\ \mathrm{A/cm^2}\) at 10 MV/cm. This is good to about an order of magnitude only. Dropping the linearization in \(u\) lowers it by 4%, and a temperature of 300 K raises it by 17%. A change of 0.1 eV in \(\Phi\) alters it by a factor of about 3, a mass of \(0.5\,m_e\) lowers it about elevenfold, and image-force lowering raises it by a factor of 4 to 12, depending on the permittivity used. The times below scale inversely with \(J_0\), and the steady temperature rises scale in proportion to it. If transverse momentum were conserved instead, with the same mass \(m\) in all directions in the film, the current would be smaller by the factor \(m/m_e\), and the times below longer by its inverse. For relative permittivity 3.9, the time for a 1% rise of the cathode field is

\[
t=\frac{0.01\,\varepsilon F}
{J_0\{[\exp(a)-1]/a-1\}}
\approx2\times10^{-4}\ \mathrm{s}.
\]

That 1% rise multiplies the injected current by 1.30, mainly because \(S\) is inversely proportional to the field. More injection creates more holes, which raise the cathode field further. This feedback acts through the electrode and needs no ionization by holes. A finite \(\exp(a)\) at fixed injection is therefore no guarantee of a stable film. The time is only an estimate. The growing injection shortens it somewhat, while the loss of holes at the cathode and the trapping of electrons lower the cathode field and lengthen it, or prevent the rise altogether. If the holes drift with a mobility of order \(2\times10^{-5}\ \mathrm{cm^2/(V\,s)}\), they cross the film in about 0.5 µs, and the steady rise of the cathode field at 10 MV/cm is only about \(2\times10^{-5}\) of the field. The estimate above therefore depends on the assumption that the holes stay trapped.

Heating can be sized in the same way. Let one face be cooled and the other insulated, with thermal conductivity \(\lambda\) and uniform power density \(JF\). The heat flow grows linearly from the insulated face, and integrating the temperature gradient across the film gives

\[
\Delta T=\frac{JFd^2}{2\lambda},\qquad J=J_0\exp(a).
\]

For \(\lambda=1.4\) W/(m K), the rise is 0.015 K at 10 MV/cm, about 15 K at 13 MV/cm and about 100 K at 14.0 MV/cm, for a steady current at fixed field and with heating outside the film left out. The last two values lie beyond the usual failure field and need holes fast enough to leave little space charge. With a hole mobility of \(2\times10^{-5}\ \mathrm{cm^2/(V\,s)}\), the drifting holes alone would raise the cathode field by roughly 5% at 13 MV/cm and by tens of percent at 14.0 MV/cm. At 14.0 MV/cm the time for a 1% field rise has shrunk to about 9 ns. With a heat capacity of about 1.6 J/(cm³ K), the film warms by less than 2 K in that time, because the steady temperature profile takes about a microsecond to form. At this field, with trapped holes and ionization by electrons alone, the assumption of a fixed field therefore fails first, long before the film reaches its steady temperature.
